# Why the Kagome Flat Band Must Touch a Dispersive Band: a numerical check

```python
"""
Kagome lattice, one orbital per site, H = -t * (nearest-neighbour adjacency).
Result under test: on a torus of N cells the level E = 2t holds N+1 states,
N-1 from independent hexagon states and 2 from noncontractible loop states.
One band holds only N states, so a second band touches the flat one, at k = 0.

Symbols: a1, a2 lattice vectors of length a at 60 degrees; sites A, B, C at
0, a1/2, a2/2; theta_j = k.a_j; energies in t, lengths in a.
Points are stored as fractional coordinates along a1 and a2.
"""
import itertools
from types import SimpleNamespace
import numpy as np

LATTICE = np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
BASIS = np.array([[0.0, 0.0], [0.5, 0.0], [0.0, 0.5]])
rank = np.linalg.matrix_rank


def wrapped(difference, size):
    """Displacement on the torus, correct for all short distances."""
    return difference - size * np.round(difference / size)


def length(fractional):
    return np.linalg.norm(fractional @ LATTICE, axis=-1)


def build(L1, L2):
    """Kagome torus built from distances alone."""
    size = np.array([L1, L2], float)
    cells = np.array(list(itertools.product(range(L1), range(L2))), float)
    sites = (cells[:, None, :] + BASIS[None]).reshape(-1, 2)
    sub = np.tile(np.arange(3), len(cells))
    disp = wrapped(sites[None] - sites[:, None], size)
    adjacency = (abs(length(disp) - 0.5) < 1e-9).astype(float)
    hexagons, hex_disp = [], []
    for cell in cells:
        d = wrapped(sites - (cell + 0.5), size)
        xy = d @ LATTICE
        sector = np.round(np.arctan2(xy[:, 1], xy[:, 0]) / (np.pi / 3))
        on_ring = abs(length(d) - 0.5) < 1e-9
        assert on_ring.sum() == 6
        hexagons.append(np.where(on_ring, (-1.0) ** sector, 0.0))
        hex_disp.append(d)

    def triangle_rows(shift):
        rows = [length(wrapped(sites - (c + shift), size)) < 0.3
                for c in cells]
        return np.array(rows, float)

    return SimpleNamespace(
        N=len(cells), size=size, sites=sites, sub=sub, disp=disp,
        adjacency=adjacency, hexagons=np.array(hexagons),
        hex_disp=np.array(hex_disp),
        up=triangle_rows(1 / 6), down=triangle_rows(-1 / 6))


def loop(lat, start, step):
    """Alternating signs along a straight row until it closes on itself."""
    state = np.zeros(len(lat.sites))
    point, sign = np.array(start, float), 1.0
    while True:
        distance = length(wrapped(lat.sites - point, lat.size))
        site = int(np.argmin(distance))
        assert distance[site] < 1e-9
        if state[site] != 0:
            assert state[site] == sign
            return state
        state[site] = sign
        point, sign = point + np.array(step), -sign


def multiplicity(H, energy):
    return int(np.sum(abs(np.linalg.eigvalsh(H) - energy) < 1e-8))


def bloch(theta, phi=0.0):
    """3x3 Bloch matrix; phi is the hopping phase for A->B->C->A."""
    H = np.zeros((3, 3), complex)
    for i in range(3):
        for j in range(3):
            if i != j:
                turn = 1 if (j - i) % 3 == 1 else -1
                H[i, j] = (-2 * np.exp(1j * turn * phi)
                           * np.cos(np.dot(theta, BASIS[j] - BASIS[i])))
    return H


def allowed(L1, L2):
    return [(2 * np.pi * m / L1, 2 * np.pi * n / L2)
            for m in range(L1) for n in range(L2)]


def f_squared(theta):
    x, y = theta
    return max(0.0, 3 + 2 * (np.cos(x) + np.cos(y) + np.cos(x - y)))


# ---- counting on several tori ------------------------------------------
print("Energies in t, lengths in a")
for L1, L2 in [(3, 3), (5, 4), (6, 4)]:
    lat = build(L1, L2)
    N, hexes, H = lat.N, lat.hexagons, -lat.adjacency
    assert np.all(lat.adjacency.sum(axis=1) == 4)
    S = np.vstack([lat.up, lat.down])
    assert np.all(S.sum(axis=1) == 3)
    assert np.allclose(H, 2 * np.eye(3 * N) - S.T @ S)
    loop1 = loop(lat, (0, 0), (0.5, 0))
    loop2 = loop(lat, (0, 0), (0, 0.5))
    loop3 = loop(lat, (0.5, 0), (-0.5, 0.5))
    parallel = loop(lat, (0, 1), (0.5, 0))
    trial = np.vstack([hexes, loop1, loop2, loop3, parallel])
    assert np.allclose(trial @ H, 2 * trial)
    r_hex = rank(hexes)
    r_one = rank(np.vstack([hexes, loop1]))
    r_parallel = rank(np.vstack([hexes, loop1, parallel]))
    r_two = rank(np.vstack([hexes, loop1, loop2]))
    r_all = rank(trial)
    r_conditions = rank(S)
    level = multiplicity(H, 2.0)
    assert r_hex == N - 1 and r_one == N and r_parallel == N
    assert r_two == r_all == level == N + 1
    assert r_conditions == 2 * N - 1
    assert np.allclose(hexes.sum(axis=0), 0)
    print(f"torus {L1}x{L2}: cells {N}, hexagon rank {r_hex}, "
          f"states at 2t {level}")

    # overlap matrix of the hexagons against the norm of their Bloch sums
    gram = np.linalg.eigvalsh(hexes @ hexes.T)
    norms = sorted(9 - f_squared(q) for q in allowed(L1, L2))
    assert np.allclose(gram, norms, atol=1e-9)

    # torus spectrum against the closed band formulas
    spectrum = np.linalg.eigvalsh(H)
    bands = []
    for q in allowed(L1, L2):
        root = np.sqrt(f_squared(q))
        bands += [2.0, -1 - root, -1 + root]
    assert np.allclose(spectrum, sorted(bands), atol=1e-7)

# ---- details of the last torus, the worked example ---------------------
totals = np.array([[state[lat.sub == s].sum() for s in range(3)]
                   for state in (loop1, loop2)])
hex_totals = np.array([hexes[:, lat.sub == s].sum(axis=1) for s in range(3)])
assert np.allclose(hex_totals, 0) and rank(totals) == 2
below = spectrum[spectrum < 2 - 1e-8].max()
print(f"Worked example: torus {L1}x{L2}, sites {3 * N}, cells {N}")
print(f"triangle conditions: {len(S)}, independent: {r_conditions}")
print(f"rank, hexagons only: {r_hex}")
print(f"rank, hexagons + loop along a1: {r_one}")
print(f"rank, the same + a parallel loop: {r_parallel}")
print(f"rank, hexagons + loops along a1 and a2: {r_two}")
print(f"rank, all of these + third direction: {r_all}")
print(f"states at 2t by diagonalization: {level}")
print("sublattice totals A,B,C, loop a1:", totals[0].astype(int))
print("sublattice totals A,B,C, loop a2:", totals[1].astype(int))
print(f"largest sublattice total of any hexagon: {abs(hex_totals).max():.0f}")
print(f"smallest nonzero hexagon overlap eigenvalue: {gram[1]:.4f}")
print(f"next level below 2t on this torus: {below:.4f} t")

# ---- touching point in the Bloch matrix --------------------------------
points = {"Gamma": (0, 0), "M": (np.pi, 0),
          "K": (2 * np.pi / 3, -2 * np.pi / 3)}
for name, q in points.items():
    e = np.linalg.eigvalsh(bloch(q))
    print(f"band energies at {name}: {e[0]+0:.4f} {e[1]+0:.4f} {e[2]+0:.4f} t")
for q in allowed(L1, L2):
    double = np.sum(abs(np.linalg.eigvalsh(bloch(q)) - 2) < 1e-8)
    assert double == (2 if q == (0.0, 0.0) else 1)

curvatures = []
k = 0.01
for angle in (0.0, 0.4, 1.1):
    theta = LATTICE @ (k * np.array([np.cos(angle), np.sin(angle)]))
    curvatures.append((2 - np.linalg.eigvalsh(bloch(theta))[1]) / k**2)
assert np.allclose(curvatures, 0.25, atol=1e-4)  # next order is k^2
print(f"(2t - E)/k^2 of dispersive band, k=0.01/a: {curvatures[0]:.5f} t a^2")

v1 = np.linalg.eigh(bloch((1e-3, 0)))[1][:, 2]
v2 = np.linalg.eigh(bloch((0, 1e-3)))[1][:, 2]
overlap = abs(np.vdot(v1, v2))
assert abs(overlap - 0.5) < 1e-3
assert np.linalg.norm(bloch((0, 0)) @ v1 - 2 * v1) < 1e-2
assert np.linalg.norm(bloch((0, 0)) @ v2 - 2 * v2) < 1e-2
print(f"overlap of flat-band vectors, two directions k->0: {overlap:.4f}")

# ---- contrast 1: other Hamiltonians that keep the hexagon states -------
t_up, t_down = 1.0, 0.6
P_up, P_down = lat.up.T @ lat.up, lat.down.T @ lat.down
for g in (0.0, 0.1):
    H_other = ((t_up + t_down) * np.eye(3 * N) - t_up * P_up - t_down * P_down
               - g * (P_up @ P_down + P_down @ P_up))
    assert np.allclose(hexes @ H_other, (t_up + t_down) * hexes)
    count = multiplicity(H_other, t_up + t_down)
    assert count == N + 1
    print(f"t_up={t_up} t, t_down={t_down} t, longer-range g={g} t: "
          f"{count} states at {t_up + t_down:.1f} t")

# ---- contrast 2: twisted boundary, k = 0 no longer allowed -------------
twist = np.array([0.6 * np.pi, 0.4 * np.pi])
H_twist = H * np.exp(1j * lat.disp @ (twist / lat.size))
assert np.allclose(H_twist, H_twist.conj().T)
hex_twist = hexes * np.exp(-1j * lat.hex_disp @ (twist / lat.size))
assert np.allclose(hex_twist @ H_twist.T, 2 * hex_twist)
rank_twist, count_twist = rank(hex_twist), multiplicity(H_twist, 2.0)
assert rank_twist == count_twist == N
print(f"boundary twists: {twist[0]:.4f}, {twist[1]:.4f} rad")
print(f"twisted torus: hexagon rank {rank_twist}, states at 2t {count_twist}")

# ---- contrast 3: hopping phase, hexagon states are spoiled -------------
phi = 0.1
turn = (lat.sub[None, :] - lat.sub[:, None]) % 3
H_phase = H * np.exp(1j * phi * np.where(turn == 1, 1, -1))
assert np.allclose(H_phase, H_phase.conj().T)
from_bloch = np.sort(np.concatenate(
    [np.linalg.eigvalsh(bloch(q, phi)) for q in allowed(L1, L2)]))
assert np.allclose(np.linalg.eigvalsh(H_phase), from_bloch, atol=1e-9)
h = hexes[0] / np.linalg.norm(hexes[0])
image = H_phase @ h
residual = np.linalg.norm(image - np.vdot(h, image) * h)
assert abs(residual - 2 * np.sin(phi)) < 1e-10
e_gamma = np.linalg.eigvalsh(bloch((0, 0), phi))
split = e_gamma[2] - e_gamma[1]
assert abs(split - 4 * np.sqrt(3) * np.sin(phi)) < 1e-10
grid = np.array([np.linalg.eigvalsh(bloch(q, phi)) for q in allowed(48, 48)])
width = np.ptp(grid[:, 2])
gap = (grid[:, 2] - grid[:, 1]).min()
assert width > 0.1 and gap > 0.3
print(f"hopping phase: {phi} rad")
print(f"hexagon residual with phase: {residual:.4f} t")
print(f"splitting at k=0 with phase: {split:.4f} t")
print(f"width of top band with phase, 48x48 grid: {width:.4f} t")
print(f"smallest direct gap with phase, 48x48 grid: {gap:.4f} t")

print("OK")
```

Output:

```
Energies in t, lengths in a
torus 3x3: cells 9, hexagon rank 8, states at 2t 10
torus 5x4: cells 20, hexagon rank 19, states at 2t 21
torus 6x4: cells 24, hexagon rank 23, states at 2t 25
Worked example: torus 6x4, sites 72, cells 24
triangle conditions: 48, independent: 47
rank, hexagons only: 23
rank, hexagons + loop along a1: 24
rank, the same + a parallel loop: 24
rank, hexagons + loops along a1 and a2: 25
rank, all of these + third direction: 25
states at 2t by diagonalization: 25
sublattice totals A,B,C, loop a1: [ 6 -6  0]
sublattice totals A,B,C, loop a2: [ 4  0 -4]
largest sublattice total of any hexagon: 0
smallest nonzero hexagon overlap eigenvalue: 2.0000
next level below 2t on this torus: 1.6458 t
band energies at Gamma: -4.0000 2.0000 2.0000 t
band energies at M: -2.0000 -0.0000 2.0000 t
band energies at K: -1.0000 -1.0000 2.0000 t
(2t - E)/k^2 of dispersive band, k=0.01/a: 0.25000 t a^2
overlap of flat-band vectors, two directions k->0: 0.5000
t_up=1.0 t, t_down=0.6 t, longer-range g=0.0 t: 25 states at 1.6 t
t_up=1.0 t, t_down=0.6 t, longer-range g=0.1 t: 25 states at 1.6 t
boundary twists: 1.8850, 1.2566 rad
twisted torus: hexagon rank 24, states at 2t 24
hopping phase: 0.1 rad
hexagon residual with phase: 0.1997 t
splitting at k=0 with phase: 0.6917 t
width of top band with phase, 48x48 grid: 0.3458 t
smallest direct gap with phase, 48x48 grid: 0.6813 t
OK
```
